Two derivations of the potential parameters of linear muffin-tin orbitals

A band calculation with linear muffin-tin orbitals needs a decision before any matrix is diagonalized: at which energy E_ν should the radial functions be expanded, and is one such energy enough for all the bands of interest? When each angular-momentum channel is described by only three numbers, the centre C, the width Δ and the distortion γ, the answer depends on how well they replace the full energy dependence of the atomic sphere; a scheme that also keeps the cubic correction found below is one order more accurate. Two derivations of these numbers follow. Both give the same formulas, but they give different information about the error.

**The sphere and its potential function**

Energies are in Ry and lengths in bohr, so that H = -∇² + v(r). The potential v is spherical and independent of energy inside a sphere of radius s. For a given l, let φ(E,r) be the real solution of Hφ = Eφ that is regular at the origin, normalized at every energy by

⟨φ|φ⟩ = ∫₀ˢ φ² r² dr = 1.

A prime means d/dr and a dot means d/dE. The logarithmic derivative at the sphere is D(E) = sφ'(E,s)/φ(E,s).

In the atomic-sphere approximation the spheres are taken to fill space, their overlap is neglected, and the functions joining them have zero kinetic energy. They therefore solve Laplace's equation, whose radial solutions are, with w the average sphere radius,

K = (w/r)^(l+1),  J = (r/w)^l / [2(2l+1)].

An orbital has the tail K outside its own sphere and the form Nφ + PJ inside it. Matching value and s times slope at r = s gives

K = Nφ + PJ,
-(l+1)K = NDφ + lPJ.

Multiply the first line by D and subtract the second. N drops out and K(D+l+1) = PJ(D-l). Since K/J = 2(2l+1)(w/s)^(2l+1) at the sphere,

P(E) = 2(2l+1) (w/s)^(2l+1) [D(E)+l+1] / [D(E)-l].

Inside any other sphere the tail K is a regular solution of Laplace's equation, so it is a sum of J functions. Their coefficients are written -S, which defines the structure matrix S. In a superposition of orbitals with coefficients u, the J terms in each sphere add up to J(Pu-Su). They must vanish if the sum is to solve the radial equation there, hence (P-S)u = 0. With equal spheres and no mixing between different l, a band energy follows from P(E) = S, where S now stands for an eigenvalue of the structure matrix at the chosen wave vector. All information about the potential is in P.

The statement to be shown is

1/P(E) = γ + Δ/(E-C) + O(ε³),  ε = E-E_ν,

for a fixed E_ν that is not itself a pole of 1/P and at which the boundary combination ḃ defined below does not vanish. The relation is an approximation in E; it becomes an identity in another variable, found below.

**What both derivations use**

From here on φ and φ̇ without an energy argument belong to E_ν, and in boundary formulas they are values at r = s. Differentiating (H-E)φ = 0 and the normalization with respect to E gives

(H-E_ν)φ̇ = φ,  ⟨φ|φ̇⟩ = 0.

For two regular functions f and g of the same l, the potential and centrifugal terms cancel in ⟨f|Hg⟩-⟨Hf|g⟩. The radial kinetic energy acts on rf and rg as -d²/dr², and one integration by parts leaves

⟨f|Hg⟩ - ⟨Hf|g⟩ = -s²(fg'-f'g) at r = s.

The origin contributes nothing because rf and rg vanish there. With f = φ and g = φ̇ the left side is ⟨φ|φ⟩ = 1, so

s²(φ'φ̇-φφ̇') = 1.   (1)

Now define the boundary combinations

a = sφ' - lφ,  b = sφ' + (l+1)φ,
ȧ = sφ̇' - lφ̇,  ḃ = sφ̇' + (l+1)φ̇,

and q = (s/w)^(2l+1). Multiplying numerator and denominator of 1/P by φ gives, at E_ν,

1/P = {q/[2(2l+1)]} a/b.   (2)

One determinant is needed. Expanding the products,

aḃ = s²φ'φ̇' + (l+1)sφ'φ̇ - lsφφ̇' - l(l+1)φφ̇,
ȧb = s²φ'φ̇' + (l+1)sφφ̇' - lsφ'φ̇ - l(l+1)φφ̇.

The first and last terms cancel in the difference, and (1) gives the rest:

aḃ - ȧb = (2l+1)s(φ'φ̇-φφ̇') = (2l+1)/s.   (3)

**First derivation: match the boundary condition**

At an energy E the sphere enters P through D(E) alone. Any function with that logarithmic derivative therefore gives the correct P. Take

Φ = φ + ωφ̇

and choose ω so that sΦ' = D(E)Φ at the sphere. With D_ν = sφ'/φ and Ḋ = sφ̇'/φ̇ this requires

φ(D_ν-D) + ωφ̇(Ḋ-D) = 0,
ω = -(φ/φ̇)(D-D_ν)/(D-Ḋ).

Here Ḋ is the logarithmic derivative of φ̇, not the energy derivative of D. Putting Φ in place of φ in (2) replaces a by a+ωȧ and b by b+ωḃ:

1/P = {q/[2(2l+1)]} (a+ωȧ)/(b+ωḃ).

Assume ḃ ≠ 0 and separate the value at infinite ω, using (3):

(a+ωȧ)/(b+ωḃ) = ȧ/ḃ + (aḃ-ȧb)/[ḃ(b+ωḃ)]
= ȧ/ḃ + {(2l+1)/(sḃ²)} / (ω+b/ḃ).

After multiplication by the prefactor the result is

1/P = γ + Δ/(E_ν+ω-C),   (4)

with

C = E_ν - b/ḃ = E_ν - [sφ'+(l+1)φ] / [sφ̇'+(l+1)φ̇],
Δ = q/(2sḃ²) = q / {2s[sφ̇'+(l+1)φ̇]²},
γ = {q/[2(2l+1)]} ȧ/ḃ = {q/[2(2l+1)]} [sφ̇'-lφ̇] / [sφ̇'+(l+1)φ̇].

In terms of logarithmic derivatives, when φ and φ̇ do not vanish at s,

C = E_ν - (φ/φ̇)(D_ν+l+1)/(Ḋ+l+1),
Δ = q / {2s[φ̇(Ḋ+l+1)]²},
γ = {q/[2(2l+1)]} (Ḋ-l)/(Ḋ+l+1).

Equation (4) contains no approximation beyond those already in the definition of P. The approximation enters when ω is replaced by ε, so the relation between the two is needed.

Let χ = φ(E,r) be the true solution at E. It has the same D as Φ, so the surface term in Green's identity vanishes and ⟨Φ|Hχ⟩ = ⟨HΦ|χ⟩. Inside the sphere Hχ = Eχ, while HΦ = E_νΦ + ωφ. Therefore

ε⟨Φ|χ⟩ = ω⟨φ|χ⟩.

Inserting Φ = φ+ωφ̇ and solving for ω,

ω = ε / [1 - ε⟨φ̇|χ⟩/⟨φ|χ⟩].

Expand χ = φ + εφ̇ + O(ε²) and write p = ⟨φ̇|φ̇⟩. Because φ and φ̇ are orthogonal, ⟨φ̇|χ⟩ = pε + O(ε²) and ⟨φ|χ⟩ = 1 + O(ε²). Hence

ω = ε + pε³ + O(ε⁴).   (5)

There is no quadratic term. Replacing ω by ε in (4) proves the statement, and for E_ν ≠ C the leading difference is

1/P - [γ+Δ/(E-C)] = -Δpε³/(E_ν-C)² + O(ε⁴).

If E_ν is placed at C, 1/P has its pole at the expansion point and this expansion is meaningless. The inverse form P = (E-C)/[Δ+γ(E-C)] remains regular there, and its error is still O(ε³).

The orthogonality of φ̇ to φ matters. Suppose φ̇ is replaced by φ̇+oφ with a constant o. Relation (1) is unchanged, because the added part drops out of the antisymmetric combination, and a formula like (4) still holds with a new variable ω̃. Comparing

φ + ω̃(φ̇+oφ) = (1+oω̃){φ + [ω̃/(1+oω̃)]φ̇}

with Φ gives ω = ω̃/(1+oω̃), or ω̃ = ω + oω² + O(ω³). Replacing ω̃ by ε now makes an error of second order. The orthogonality ⟨φ|φ̇⟩ = 0, which the normalization at every energy secures, is thus what gives the three parameters their extra order.

**Second derivation: match value, slope and curvature**

This derivation introduces no trial function. It treats y(E) = 1/P(E) as a smooth function near E_ν and asks which simple pole plus constant agrees with it through second order.

Let a(E) and b(E) be the combinations a and b formed with the normalized φ(E,r). Their energy derivatives at E_ν are ȧ and ḃ. Identity (3) holds at any energy, since E_ν was arbitrary. Differentiating the quotient in (2),

dy/dE = {q/[2(2l+1)]} (ȧb-aḃ)/b² = -q/(2sb²).

A second differentiation acts on b alone:

d²y/dE² = qḃ/(sb³).

The proposed form γ+Δ/(E-C) has, at E_ν and with e = E_ν-C, the slope -Δ/e² and the curvature 2Δ/e³. Minus twice the slope divided by the curvature is e, so agreement requires

e = -2(dy/dE)/(d²y/dE²) = [q/(sb²)] [sb³/(qḃ)] = b/ḃ.

This is C = E_ν-b/ḃ. The slope then fixes the width:

Δ = -e² dy/dE = (b²/ḃ²) q/(2sb²) = q/(2sḃ²).

The value fixes the remaining constant:

γ = y - Δ/e = {q/[2(2l+1)]} a/b - q/(2sbḃ)
= {q/[2(2l+1)]} [aḃ-(2l+1)/s]/(bḃ).

By (3) the bracket equals ȧb, so γ = {q/[2(2l+1)]} ȧ/ḃ. All three parameters agree with the first derivation. Two functions with the same value, slope and curvature at E_ν differ by O(ε³), which is again the statement. The normalization enters through dy/dE = -q/(2sb²): this expression holds at neighbouring energies, and so can be differentiated to give ḃ, because b(E) belongs to the normalized solution at each energy.

**What each derivation assumes and provides**

As given here, both assume a local, energy-independent potential in the sphere and solutions normalized at every energy, and both need ḃ ≠ 0. If ḃ = 0, 1/P is linear in ω and has no pole at finite ω; C, Δ and γ then diverge (by (3), ȧ and b cannot vanish there) and this parametrization cannot be used at that E_ν.

The second derivation also needs b ≠ 0, since otherwise y is infinite at the starting point. The first allows b = 0, which is the case E_ν = C. The second uses only local information: it guarantees three Taylor coefficients at E_ν, but by itself does not say how close the pole at C is to the true pole of 1/P. The first settles this. The true 1/P has a pole at every energy where D = -l-1, and at each of them (4) requires E_ν+ω = C. Let E_C be the one next to E_ν. Equation (5) then gives

C - E_C = p(E_C-E_ν)³ + O((E_C-E_ν)⁴).

The same argument covers a whole band. Solving 1/S = γ+Δ/(E-C) for the energy gives

E = C + ΔS/(1-γS).   (6)

Since (4) is exact for the given P, the energy from (6) is E_ν+ω, with ω taken at the true solution of P = S next to E_ν. It therefore differs from the true solution by pε³ to leading order. As p is positive, bands sufficiently near E_ν are placed too high above it and too low below it. This is the error of the radial parametrization alone, not that of the atomic-sphere approximation or of neglected mixing between channels.

**What the parameters mean**

At D = -l-1 the sphere function joins smoothly to the decaying tail r^(-l-1), P vanishes, and the band equation is satisfied for S = 0. C is the linear estimate of that energy. Its function Φ has the sphere value

Φ₋ = φ - (b/ḃ)φ̇ = (φḃ-φ̇b)/ḃ = s(φφ̇'-φ̇φ')/ḃ = -1/(sḃ),

where the last step uses (1). Consequently

Δ = ½ s (s/w)^(2l+1) Φ₋².

The width is positive and is set by the amplitude that reaches the sphere boundary. A state concentrated well inside the sphere has a small Φ₋ and gives a narrow band.

For |γS| much smaller than 1, equation (6) reduces to E ≈ C+ΔS: the structure eigenvalues are shifted by C and scaled by Δ. A positive γ stretches the part with 0 < S < 1/γ and compresses the part with S < 0. At S = 1/γ the formula diverges. This corresponds to infinite ω, far outside the range where ω may be replaced by ε.

Where D = l, 1/P vanishes. For γ ≠ 0 the parametrization places this at V = C-Δ/γ, which is a useful estimate only if V is close enough to E_ν.

**A d channel with a known centre**

Take l = 2 and the model potential

v(r) = -2Z(1/r-1/s),  Z = 5,  s = w = 3 bohr.

It vanishes at the sphere boundary. The function φ ∝ r² exp(-κr) with κ = Z/3 gives rφ ∝ r³ exp(-κr), whose second derivative divided by itself is 6/r²-6κ/r+κ². The radial equation requires this to equal 6/r²-2Z/r+2Z/s-E. The 1/r terms agree because 6κ = 2Z, and the constants give

E = 2Z/s - Z²/9 = 10/3 - 25/9 = 5/9 Ry.

At the sphere D = 2-κs = 2-5 = -3 = -l-1. The true centre of the lowest d band, whose function has no node inside the sphere, is therefore 5/9 = 0.5556 Ry; the condition D = -3 recurs at higher energies.

Place E_ν at 0.4 Ry, away from this centre, so that the linearization error is visible. The computed boundary values are φ = 0.21356, φ' = -0.10852, φ̇ = -0.30390 and φ̇' = -0.36586, in powers of bohr and Ry. Then, since q = 1,

b = 3(-0.10852) + 3(0.21356) = 0.3151,
ḃ = 3(-0.36586) + 3(-0.30390) = -2.0093,
ȧ = 3(-0.36586) - 2(-0.30390) = -0.4898.

The parameters follow:

C = 0.4 + 0.3151/2.0093 = 0.5568 Ry (7.576 eV),
Δ = 1/[6(2.0093)²] = 0.0413 Ry (0.562 eV),
γ = (1/10)(0.4898/2.0093) = 0.0244.

The centre is 0.0013 Ry too high. The leading estimate with p = 0.3175 Ry⁻² is 0.3175 × (0.1556)³ = 0.0012 Ry, so the cubic term accounts for most of the error.

For S = 4, equation (6) gives

E = 0.5568 + 0.0413×4/(1-0.0244×4) = 0.740 Ry,

while the exact solution of P = S is 0.727 Ry. The error of 0.013 Ry compares with a leading estimate of 0.3175 × (0.3268)³ = 0.011 Ry. For S = -4 the solution lies at 0.406 Ry, close to E_ν, and the error is below the printed digits. These two values sample only the middle of a d band. For l = 2 and s = w the formula for P gives -15 at D = 0 and 10 at infinite D, and the d eigenvalues of S for the fcc lattice span a similar range, about -16 to 11. In this model that range corresponds to energies from about 0.1 to 1.0 Ry, and at S = 10 equation (6) is too high by about 0.10 Ry, more than the leading estimate of 0.07 Ry.

The estimate V = -1.14 Ry is poor: the true energy with D = 2 nearest to E_ν is -0.70 Ry. There ε = -1.10 Ry, and the relative correction pε² to ω is about 0.39, which is not small.

Moving E_ν to the true centre changes Δ to 0.0403 Ry and γ to 0.0177. The distortion falls by about 27 percent of its earlier value, the width by about 2 percent. The parameters are thus local descriptions of P, and the cubic error law was derived for C, Δ and γ all taken at the same E_ν.

The numerical check recovers the parameters from finite differences of the exact 1/P and tests (4) with ω computed from overlap integrals, for this channel and for free-electron spheres with l = 0 and 1. In the d channel the observed error orders are 3.1 for the parametrization, 4.1 when pε³ is added to the energy, and 2.1 when φ̇ contains an admixture of φ.

**Choosing the expansion energy**

For the three-parameter form (6) and a tolerated energy error δ, the leading term suggests keeping all bands of interest within

|E-E_ν| ≲ (δ/p)^(1/3).

In the example, δ = 0.001 Ry gives (0.001/0.3175)^(1/3) ≈ 0.15 Ry on either side of E_ν, about a third of a d band that is nearly 1 Ry wide, so one E_ν with three parameters does not cover that whole band to this tolerance. This is an estimate, not a bound, because the higher terms in (5) are omitted. If the energies of interest fit into that range, with p taken at the chosen E_ν, one E_ν near its middle keeps the error of this channel within δ to leading order. If they do not, one can replace E by E+p(E-E_ν)³ in the parametrization, which gains one order but need not reach δ (in the example about 0.002 Ry remains at S = 4 and 0.02 Ry at S = 10), or divide the range and use a separate E_ν for each part.

Numbers as computed

```
l = 2, Z = 5.0, s = w = 3.0 bohr
expansion energy E_nu = 0.4000 Ry
phi(s) = 0.213558 bohr^-3/2
phi'(s) = -0.108522 bohr^-5/2
phidot(s) = -0.303895 bohr^-3/2 Ry^-1
phidot'(s) = -0.365858 bohr^-5/2 Ry^-1
D_nu = -1.524488, Ddot = 3.611692 (dimensionless)
s*phi*phidot*(D_nu-Ddot) = 1.000000000
C = 0.556827 Ry = 7.5760 eV
Delta = 0.041284 Ry = 0.5617 eV
gamma = 0.024376 (dimensionless)
amplitude Phi(-l-1) at s = 0.165899 bohr^-3/2
p = 0.31753 Ry^-2; cubic coefficient from D = 0.31755 Ry^-2
true centre = 0.555556 Ry; C error = 0.001272 Ry
V = C-Delta/gamma = -1.136760 Ry; exact = -0.701852 Ry
error order, second-order form: 3.099
error order, with cubic term: 4.111
error order, phidot + 0.5 Ry^-1 phi: 2.097
E (Ry) | P exact | P second order | P with cubic term
0.2 | -11.04438 | -10.95054 | -11.04949
0.3 | -7.34348 | -7.33310 | -7.34379
0.4 | -4.18646 | -4.18646 | -4.18646
0.5 | -1.41576 | -1.42431 | -1.41607
0.6 | 1.08329 | 1.01976 | 1.07819
0.7 | 3.39964 | 3.19770 | 3.37344
S | exact band energy (Ry) | formula (Ry) | error (Ry)
-4 | 0.406364 | 0.406364 | 0.000000
-2 | 0.477944 | 0.478099 | 0.000155
0 | 0.555556 | 0.556827 | 0.001272
2 | 0.638825 | 0.643626 | 0.004801
4 | 0.726838 | 0.739803 | 0.012965
with E_nu at true centre: C = 0.555556 Ry
with E_nu at true centre: Delta = 0.040272 Ry
closed-form Delta there = 0.040272 Ry
with E_nu at true centre: gamma = 0.017704
```
